# Rotations in the Cartesian Hessian away from stationary points; the Eckart projector

## The form of the answer

Turning an isolated molecule costs no energy. The Cartesian Hessian, however, measures curvature along straight lines, while a rotation carries the nuclei along circles. A straight line tangent to a circle leaves it at second order. If the line and the circle are both followed to the small angle $s$ about a unit vector $n$, nucleus $i$ on the line lies farther out by $\tfrac12 s^2 r_{i\perp}$, where $r_{i\perp}$ is the part of its position perpendicular to $n$. If the gradient has a component along this second-order gap, the energy changes at second order.

This fixes the form of the curvature. It is linear in the gradient and vanishes with it. Angles are dimensionless, so the curvature is an energy, that is, gradient times position. The scalars that can be built from $n$ and the tensor $W_{ab}=\sum_i r_{ia}g_{ib}$ and are even in $n$ are $\mathrm{tr}\,W$ and $n\cdot Wn$, so the curvature is $\alpha\,\mathrm{tr}\,W+\beta\,n\cdot Wn$. Position components along $n$ do not take part in the rotation, which requires $\beta=-\alpha$. The gap $\tfrac12s^2r_{i\perp}$ gives $\alpha=1$. The theorem makes this precise and adds what the Hessian does to the whole rotation vector.

## Assumptions and statement

Let $E(x)$ be the Born–Oppenheimer energy of $N\ge2$ nuclei at distinct positions $x=(r_1,\dots,r_N)$, twice continuously differentiable near the geometry considered. There is no external field, so $E$ does not change when all nuclei are translated or rotated together. An approximate energy must share this invariance for the results to hold for it.

Write $g_i=\partial E/\partial r_i$ for the gradient (the force is $-g_i$) and $H_{ij}=\partial^2E/\partial r_i\partial r_j$ for the $3\times3$ blocks of the Hessian $H$. Indices $i,j$ label nuclei and $a,b,c,d$ Cartesian axes with unit vectors $e_a$. A dot between $3N$-component vectors includes the sum over nuclei. The rotation vector about $n$ is
$$t_n=(n\times r_1,\dots,n\times r_N),\qquad t_a\equiv t_{e_a}.$$

**Theorem.** At every such geometry:

(a) $(Ht_n)_i=n\times g_i$, while every uniform translation is annihilated by $H$.

(b) $t_a\cdot Ht_b=K_{ab}$ with $K_{ab}=\delta_{ab}\,\mathrm{tr}\,W-W_{ab}$.

(c) If $g\neq0$, a rotation with $t_n\ne0$ is a zero mode of $H$ if and only if every $g_i$ is parallel to $n$ (a vanishing $g_i$ counts as parallel). At most one axis direction can satisfy this.

(d) Let $m_i$ be the masses, $M=\sum_im_i$, $\rho_i$ the positions relative to the centre of mass, and $I$ the inertia tensor. In mass-weighted coordinates, the orthogonal projector onto displacements without rigid-body part is
$$P_{ia,jb}=\delta_{ij}\delta_{ab}-\sqrt{m_im_j}\Big[\frac{\delta_{ab}}{M}+\sum_{cd}(e_c\times\rho_i)_a(I^{-1})_{cd}(e_d\times\rho_j)_b\Big].$$
Its rank is $3N-6$. For a linear molecule $I^{-1}$ is replaced by the pseudo-inverse and the rank is $3N-5$.

Part (c) is the qualification that the phrase "rotations are not zero modes" needs: away from a stationary point it holds for all axes except possibly one.

## Two lemmas

**Lemma 1.** $\sum_ig_i=0$ and $\sum_ir_i\times g_i=0$. Hence $W$ is symmetric and does not depend on the origin.

*Proof.* Differentiating $E(r_1+c,\dots,r_N+c)=E(x)$ with respect to $c$ at $c=0$ gives $\sum_ig_i=0$. Under a rotation by $\theta$ about $n$, $dr_i/d\theta=n\times r_i$ at $\theta=0$, so constancy of $E$ gives
$$0=\sum_ig_i\cdot(n\times r_i)=n\cdot\sum_ir_i\times g_i .$$
Since $n$ is arbitrary, the sum vanishes. Its $z$ component is $\sum_i(r_{ix}g_{iy}-r_{iy}g_{ix})=W_{xy}-W_{yx}$, and the other components follow cyclically, so $W$ is symmetric. Shifting the origin replaces $r_i$ by $r_i+c$ and adds $c_a\sum_ig_{ib}=0$ to $W_{ab}$. $\square$

**Lemma 2.** For every rotation matrix $R$, $g_i(Rx)=R\,g_i(x)$. For every common translation, the gradient is unchanged.

*Proof.* Differentiate $E(Rx)=E(x)$ with respect to $r_{ia}$. The chain rule gives
$$\sum_bg_{ib}(Rx)\,R_{ba}=g_{ia}(x),\qquad\text{that is}\qquad R^{T}g_i(Rx)=g_i(x).$$
Multiplying by $R$ and using $RR^T=1$ gives the first claim. For a translation the inner derivative is the unit matrix, which gives the second. $\square$

In words, the gradient turns with the molecule. A zero mode of $H$ is a displacement that leaves the gradient unchanged to first order. A rotation leaves its length unchanged but in general not its direction.

## Proof of (a), (b) and (c)

**(a)** Take $R$ as the rotation by $\theta$ about $n$ and differentiate Lemma 2 at $\theta=0$. On the left the nuclei move with velocities $n\times r_j$; on the right the fixed vector $g_i$ is turned:
$$\sum_jH_{ij}(n\times r_j)=n\times g_i .$$
For a translation the right side is constant, so its derivative is zero. $\square$

Moving the rotation axis parallel to itself adds a translation to $t_n$. This does not change $Ht_n$, so only the direction of the axis matters.

**(b)** Contract (a), taken for $e_b$, with $t_a$, and use $(a\times r)\cdot(b\times g)=(a\cdot b)(r\cdot g)-(a\cdot g)(r\cdot b)$:
$$t_a\cdot Ht_b=\sum_i(e_a\times r_i)\cdot(e_b\times g_i)=\delta_{ab}\sum_ir_i\cdot g_i-\sum_ig_{ia}r_{ib}.$$
The first sum is $\mathrm{tr}\,W$. The second is $W_{ba}$, which equals $W_{ab}$ by Lemma 1. $\square$

**(c)** By (a), $Ht_n=0$ means $n\times g_i=0$ for all $i$, so every $g_i$ is parallel to $n$. If this held for two axes that are not parallel, each $g_i$ would be parallel to both and hence zero, against $g\ne0$. $\square$

**Remark 1 (zero curvature and zero mode).** A zero mode has $n\cdot Kn=0$, but this equality alone does not establish a zero mode. It states that $Ht_n$ has no component along $t_n$. The full vector in (a) decides.

**Remark 2 (linear molecules).** For $n$ along the molecular axis, with the origin on it, $t_n=0$. Part (a) then gives $n\times g_i=0$, so all gradients lie along the axis. If they do not all vanish, neither of the two genuine rotations, about perpendicular axes, is a zero mode.

**Remark 3 (an exceptional axis).** Put four atoms at the corners of a rectangle with sides 3 along $x$ and 2 along $y$, in model units. Join every pair by a spring of energy $\tfrac12(d-d_0)^2$. Let $d-d_0$ be $0.1$ for the diagonals, $0$ for the sides along $x$ and $-0.1\times2/\sqrt{13}$ for the sides along $y$. The $y$ components of the gradient cancel on each atom, and an $x$ component of magnitude $0.1\times3/\sqrt{13}=0.0832$ remains. This is not a stationary point, yet the rotation about $x$ is a zero mode. For $y$ and $z$, part (a) gives $|Ht|=\sqrt4\times0.0832=0.166$. A numerical differentiation of the gradient gives $0$, $0.166$ and $0.166$ for the three axes.

## What the curvature means

Follow the straight line $r_i(s)=r_i+s\,n\times r_i$ and split $r_i=r_{i\parallel}+r_{i\perp}$ along and perpendicular to $n$. The parallel part does not move. With $\theta=\arctan s$ we have $\cos\theta=1/\sqrt{1+s^2}$ and $\sin\theta=s/\sqrt{1+s^2}$, so
$$r_{i\perp}+s\,n\times r_{i\perp}=\sqrt{1+s^2}\,\big(\cos\theta\;r_{i\perp}+\sin\theta\;n\times r_{i\perp}\big).$$
The bracket is $r_{i\perp}$ rotated by $\theta$. The straight line is therefore a rotation combined with a dilation perpendicular to the axis. The rotation costs nothing, so
$$E(x+s\,t_n)=E\big(\{r_{i\parallel}+\sqrt{1+s^2}\;r_{i\perp}\}\big).$$
Since $\sqrt{1+s^2}=1+\tfrac12s^2+O(s^4)$, the energy changes by
$$\tfrac12s^2\sum_ig_i\cdot r_{i\perp}+O(s^4)=\tfrac12s^2\,(\mathrm{tr}\,W-n\cdot Wn)+O(s^4),$$
which is $\tfrac12s^2\,n\cdot Kn$, in agreement with (b).

The sign can now be read off. If dilation perpendicular to $n$ raises the energy to first order, the curvature is positive; if it lowers the energy, the curvature is negative. When the gradient comes only from pair distances that are all too long, such a dilation shortens none of them and the curvature cannot be negative; when they are all too short, it cannot be positive. Bond lengths alone do not decide the sign in general, because a dilation perpendicular to $n$ can also change angles. For a molecule in the $xy$ plane whose gradient comes only from a strained angle, uniform scaling leaves the angle unchanged, so $\mathrm{tr}\,W=0$ and $K_{xx}=W_{yy}=-W_{xx}=-K_{yy}$: the curvatures about the two in-plane axes are opposite. Neither sign says anything about resistance to turning.

## Mass weighting

For displacements $u_i$ set $q_i=\sqrt{m_i}\,u_i$ and $F_{ij}=H_{ij}/\sqrt{m_im_j}$, so that $u\cdot Hu=q\cdot Fq$. The mass-weighted rigid motions are
$$(T_a)_i=\sqrt{m_i}\,e_a,\qquad(D_a)_i=\sqrt{m_i}\,e_a\times\rho_i,$$
and $D_n=\sum_an_aD_a$. From (a), $FT_a=0$ and
$$(FD_n)_i=\frac1{\sqrt{m_i}}\sum_jH_{ij}(n\times\rho_j)=\frac{n\times g_i}{\sqrt{m_i}} .$$
The squared length of $D_n$ is $\sum_im_i|n\times\rho_i|^2=n\cdot In$. The mean value of $F$ in the normalized rotation is therefore
$$\kappa_n=\frac{n\cdot Kn}{n\cdot In}.$$
$D_n$ is an eigenvector of $F$, with eigenvalue $\kappa_n$, exactly when $FD_n$ is parallel to $D_n$. In general $FD_n$ also has components along other rotations and along vibrations. Its vibrational part, $PFD_n$, is a rotation–vibration coupling created by the gradient.

## Proof of (d)

A displacement has no rigid-body part if it is orthogonal to all $T_a$ and $D_a$:
$$T_a\cdot q=\sum_im_iu_{ia}=0,\qquad D_a\cdot q=\sum_im_i(e_a\times\rho_i)\cdot u_i=e_a\cdot\sum_im_i\,\rho_i\times u_i=0 .$$
These are the Eckart conditions: no shift of the centre of mass, and no angular momentum to first order about the reference geometry. The scalar products of the rigid motions are
$$T_a\cdot T_b=M\delta_{ab},\qquad T_a\cdot D_b=e_a\cdot\Big(e_b\times\sum_im_i\rho_i\Big)=0,$$
$$D_a\cdot D_b=\sum_im_i(\delta_{ab}\,\rho_i^2-\rho_{ia}\rho_{ib})=I_{ab}.$$
The middle one vanishes because $\rho_i$ is measured from the centre of mass; with another origin the two sets would in general overlap.

Collect the vectors as columns of $3N\times3$ matrices $T$ and $D$, so that $T^TT=M\,1$, $T^TD=0$ and $D^TD=I$. Define
$$Q=\frac{TT^T}{M}+D\,I^{-1}D^T .$$
$Q$ is symmetric. It reproduces the rigid motions, since $QT=T$ and $QD=D\,I^{-1}I=D$. It gives zero on vectors that obey the Eckart conditions, since $T^Tq=D^Tq=0$. It is therefore the orthogonal projector onto the rigid motions, and $P=1-Q$ is the one sought. Written in components, it is the formula in (d).

The inverse exists unless $n\cdot In=\sum_im_i|n\times\rho_i|^2=0$ for some $n$, which requires all nuclei to lie on one line along $n$. In that case $Dn=0$. The pseudo-inverse $I^+$ satisfies $I^+I=1-nn^T$, so $D\,I^+I=D-(Dn)n^T=D$, and the argument goes through.

The rank of a projector is its trace. The translations contribute $\mathrm{tr}(T^TT)/M=3$ to $\mathrm{tr}\,Q$. The rotations contribute $\mathrm{tr}(I^{-1}I)=3$, or $\mathrm{tr}(I^+I)=2$ for a linear molecule. $\square$

## What projection does

Because $PT=PD=0$, the matrix $PFP$ has the rigid motions as zero modes at every geometry. For $q$ obeying the Eckart conditions, $Pq=q$ and $q\cdot PFPq=q\cdot Fq$. Projection therefore restricts the second derivative to such displacements without altering it there.

At a stationary point $g=0$, hence $FD=FT=0$ and $FQ=0$. Then $FP=F$, and by transposition $PF=F$, so $PFP=F$. Projection then only removes numerical errors. Elsewhere it removes the rotational values $\kappa_n$ and the coupling, and so can shift the vibrational eigenvalues.

The gradient itself survives. With $\gamma_i=g_i/\sqrt{m_i}$, Lemma 1 gives $T_a\cdot\gamma=e_a\cdot\sum_ig_i=0$ and $D_a\cdot\gamma=e_a\cdot\sum_i\rho_i\times g_i=0$, so $P\gamma=\gamma$. A Newton step can thus be taken within the Eckart space without losing any force.

**Remark 4 (a limit of the projected spectrum).** Along a curved path $q(s)=sv+\tfrac12s^2w$, the second derivative of the energy at $s=0$ is $v\cdot Fv+\gamma\cdot w$. When $\gamma\neq0$ it depends on the bending $w$ of the path, even if $v$ and $w$ both obey the Eckart conditions. Projected wavenumbers at a non-stationary geometry therefore refer to straight Cartesian displacements. Curvilinear coordinates can give other values, and the difference need not be small. For the water geometries below, taking the two bond lengths and the bond angle as coordinates changes the lowest vibrational wavenumber from 1893 to 1628 cm$^{-1}$ (stretched) and from 1577 to 2096 cm$^{-1}$ (compressed).

## Water with stretched and compressed bonds

The example is water in restricted Hartree–Fock theory with the 6-31G basis. The numbers belong to this small basis and are not converged properties of water. With cc-pVTZ the diagonal of $K$ becomes 0.150, 0.197 and 0.347 $E_h$ for the stretched geometry below and $-0.099$, $-0.207$ and $-0.306\,E_h$ for the compressed one, and the optimized structure moves to 0.941 Å and 106.0°. With cc-pVDZ the vibrations at the optimized structure are 1776, 4113 and 4212 cm$^{-1}$. The signs of $K$ are the same in all three bases. The molecule lies in the $xy$ plane with its bisector along $y$. Energies are in hartree ($E_h$), lengths in bohr ($a_0$) and masses in u. An eigenvalue $\lambda$ of $F$ in $E_h/(a_0^2\,\mathrm u)$ corresponds to the wavenumber $5140.5\sqrt\lambda$ cm$^{-1}$, imaginary if $\lambda<0$.

**Stretched.** The bonds are 1.05 Å long and the angle is 100°. Oxygen has $y=-0.14273$ and $g_y=-0.11049$. The hydrogen at $x=1.51999$, $y=1.13270$ has $g_x=0.04747$, $g_y=0.05525$, and the other is its mirror image. Hence
$$W_{xx}=2(1.51999)(0.04747)=0.1443,$$
$$W_{yy}=(-0.14273)(-0.11049)+2(1.13270)(0.05525)=0.1409,$$
and $W_{zz}=0$. Part (b) gives $K_{xx}=W_{yy}=0.1409$, $K_{yy}=W_{xx}=0.1443$ and $K_{zz}=W_{xx}+W_{yy}=0.2852\,E_h$. The analytic Hessian, contracted with the rotation vectors, gives the same values, as do finite differences of the energy along the straight lines.

The moments of inertia are 2.9125, 4.6577 and 7.5702 u $a_0^2$ for $x$, $y$ and $z$. Dividing,
$$\kappa_x=0.0484,\qquad\kappa_y=0.0310,\qquad\kappa_z=0.0377\ E_h/(a_0^2\,\mathrm u),$$
or 1131, 905 and 998 cm$^{-1}$. These are not small numerical residues: the largest is more than half the lowest vibrational wavenumber, 1893 cm$^{-1}$.

Symmetry shows which of them are eigenvalues. Reflection in the molecular plane separates displacements along $z$ from those in the plane. The three displacements along $z$ are spanned by $T_z$, $D_x$ and $D_y$, so they contain no vibration. Reflection $x\to-x$ separates $D_x$ from $D_y$, and $FT_z=0$. The values $\kappa_x$ and $\kappa_y$ are therefore eigenvalues of $F$.

The rotation about $z$ is odd under $x\to-x$. It shares this symmetry with one vibration, the antisymmetric stretch, whose diagonal element is $\sigma=0.3101$. The coupling $c$ follows from the gradient. Since $FD_z$ has no translational part, the squared length of $FD_z/\sqrt{I_{zz}}$ is $\kappa_z^2+c^2$:
$$\kappa_z^2+c^2=\frac1{7.5702}\Big[\frac{0.11049^2}{15.999}+\frac{2(0.04747^2+0.05525^2)}{1.008}\Big]=0.001491 .$$
Subtracting $\kappa_z^2=0.001420$ leaves $c^2\approx7\times10^{-5}$; with unrounded inputs $c=0.0085$. The eigenvalues
$$\lambda_\pm=\frac{\kappa_z+\sigma}2\pm\sqrt{\Big(\frac{\sigma-\kappa_z}2\Big)^2+c^2}$$
are 0.0374 and 0.3104, or 994 and 2864 cm$^{-1}$, and both occur in the raw spectrum. Projection removes the first and moves the second to 2863 cm$^{-1}$. The vibrational shift is small here because $c^2$ is small compared with $\sigma(\sigma-\kappa_z)$.

The geometric picture can be checked at finite $s$. For the $z$ axis and $s=0.1$ the energy rises from $-75.9676763$ to $-75.9662259\,E_h$ on the straight line, by 0.001450. The dilated molecule has the same energy to the digits given, while on the circle the energy stays at its initial value. The quadratic estimate is $\tfrac12(0.1)^2(0.2852)=0.001426\,E_h$; the remainder is of order $s^4$.

**Compressed.** With bonds of 0.88 Å and the same angle, the diagonal elements of $K$ are $-0.0978$, $-0.2621$ and $-0.3600\,E_h$. The off-diagonal elements vanish: $W_{xy}=0$ by the reflection $x\to-x$, and all elements of $W$ with an index $z$ are zero for the planar molecule. Since $D_n\cdot FD_n=n\cdot Kn<0$ for every $n$, $F$ is negative on the whole three-dimensional space of rotations, so it must have at least three negative eigenvalues. The raw spectrum has three imaginary wavenumbers, of magnitudes 1455, 1340 and 1124 cm$^{-1}$. After projection the vibrations are all real: 1577, 5117 and 5198 cm$^{-1}$. The imaginary values came from the rotations: along every straight displacement that obeys the Eckart conditions the energy curves upwards.

**Optimized.** Newton steps in the Eckart space lead to a bond length of 0.950 Å and an angle of 111.55°. The six rigid-body wavenumbers are then at most about 1 cm$^{-1}$ in magnitude. The vibrations, 1737, 3988 and 4145 cm$^{-1}$, agree before and after projection to the 0.1 cm$^{-1}$ printed. The square root magnifies small residues: 1.06 cm$^{-1}$ corresponds to $|\lambda|=(1.06/5140.5)^2\approx4\times10^{-8}\,E_h/(a_0^2\,\mathrm u)$.

The planar example does not exercise (a) in full generality. The numerical check therefore also includes a nonplanar, distorted H$_2$O$_2$ in the STO-3G basis. There the components of $Ht_n$ and $n\times g$ differ by at most $1.3\times10^{-9}\,E_h/a_0$, while the largest component of $n\times g$ is $0.128\,E_h/a_0$.

## Values computed for the example and the checks

```
Water, RHF/6-31G, plane xy, bisector along y
masses O, H (u): 15.999 1.008
cm^-1 per sqrt(Eh/(a0^2 u)): 5140.487
imaginary wavenumbers are printed as negative numbers
--- stretched: bond 1.05 angstrom, angle 100 degrees
gradient on O, x y z (Eh/a0): 0.00000 -0.11049 0.00000
gradient on H at +x, x y z (Eh/a0): 0.04747 0.05525 0.00000
position of O, x y z (a0): 0.00000 -0.14273 0.00000
position of H at +x, x y z (a0): 1.51999 1.13270 0.00000
W_xx W_yy W_zz (Eh): 0.14430 0.14092 0.00000
K_xx K_yy K_zz from gradient (Eh): 0.14092 0.14430 0.28522
t.H.t for x y z from Hessian (Eh): 0.14092 0.14430 0.28522
inertia I_xx I_yy I_zz (u a0^2): 2.9125 4.6577 7.5702
K/I for x y z (Eh/(a0^2 u)): 0.04839 0.03098 0.03768
K/I as wavenumbers x y z (cm^-1): 1130.7 904.8 997.8
z-rotation/stretch coupling (Eh/(a0^2 u)): 0.00847
antisym. stretch diagonal (Eh/(a0^2 u)): 0.31014
2x2 eigenvalues (Eh/(a0^2 u)): 0.03741 0.31040
2x2 wavenumbers (cm^-1): 994.3 2864.0
six raw non-translations (cm^-1): 904.8 994.3 1130.7 1892.6 2836.9 2864.0
three projected vibrations (cm^-1): 1892.6 2836.9 2862.7
--- compressed: bond 0.88 angstrom, angle 100 degrees
gradient on O, x y z (Eh/a0): 0.00000 0.09153 0.00000
gradient on H at +x, x y z (Eh/a0): -0.10288 -0.04577 0.00000
position of O, x y z (a0): 0.00000 -0.11962 0.00000
position of H at +x, x y z (a0): 1.27390 0.94931 0.00000
W_xx W_yy W_zz (Eh): -0.26212 -0.09784 0.00000
K_xx K_yy K_zz from gradient (Eh): -0.09784 -0.26212 -0.35996
t.H.t for x y z from Hessian (Eh): -0.09784 -0.26212 -0.35996
inertia I_xx I_yy I_zz (u a0^2): 2.0457 3.2716 5.3173
K/I for x y z (Eh/(a0^2 u)): -0.04783 -0.08012 -0.06770
K/I as wavenumbers x y z (cm^-1): -1124.2 -1455.0 -1337.5
z-rotation/stretch coupling (Eh/(a0^2 u)): 0.01571
antisym. stretch diagonal (Eh/(a0^2 u)): 1.02256
2x2 eigenvalues (Eh/(a0^2 u)): -0.06792 1.02279
2x2 wavenumbers (cm^-1): -1339.7 5198.7
six raw non-translations (cm^-1): -1455.0 -1339.7 -1124.2 1577.0 5117.4 5198.7
three projected vibrations (cm^-1): 1577.0 5117.4 5198.2
--- straight line against circle, stretched geometry
finite-difference curvature x y z (Eh): 0.14092 0.14430 0.28522
z axis, s = 0.1: E at start (Eh): -75.9676763
E on straight line (Eh): -75.9662259
E of dilated molecule (Eh): -75.9662259
E on circle, angle arctan s (Eh): -75.9676763
--- optimized structure
bond (angstrom): 0.9496   angle (degrees): 111.55
largest gradient component (Eh/a0): 8.9e-09
largest of six rigid-body |wavenumbers| (cm^-1): 1.06
raw vibrations (cm^-1): 1736.9 3988.2 4145.1
projected vibrations (cm^-1): 1736.9 3988.2 4145.1
--- other tests
largest Hessian asymmetry before symmetrizing (Eh/a0^2): 1.0e-08
largest projected rigid-body |eigenvalue| (Eh/(a0^2 u)): 8.9e-17
H2O2, RHF/STO-3G: max |H t - n x g| (Eh/a0): 1.3e-09
H2O2: largest component of n x g (Eh/a0): 0.1276
rectangle sides (model units): 3.0 2.0
rectangle |g_x| per atom (model units): 0.08321
rectangle |H t| for x y z (model units): 0.00000 0.16641 0.16641
```
